# Additional PAW terms for nonlocal operators and when they vanish, part 2

When a true state $\psi$ is obtained from a smoother pseudo state $\tilde\psi$, matrix elements of an operator $A$ contain a pseudo term, an on-site term and additional terms. The question is when the additional terms vanish. Rydberg atomic units are used: lengths in bohr, energies in Ry, Coulomb interaction $2/|\mathbf r-\mathbf r'|$.

Atom $a$ at $\mathbf R_a$ has a sphere $\Omega_a$ of radius $r_a$; the interstitial region $I$ lies outside all spheres. With true waves $\phi_i^a$, pseudo waves $\tilde\phi_i^a$, projectors $p_i^a$ and $\Delta_i^a=\phi_i^a-\tilde\phi_i^a$, the map (PAW form) is
$$\psi=T\tilde\psi,\qquad T=1+\sum_a\sum_i|\Delta_i^a\rangle\langle p_i^a| . \tag{1}$$

The one-centre expansions $\psi_a^1$ and $\tilde\psi_a^1$ combine $\phi_i^a$ and $\tilde\phi_i^a$ with the same coefficients $\langle p_i^a|\tilde\psi\rangle$. The correction $D_a=\psi_a^1-\tilde\psi_a^1$ vanishes outside $\Omega_a$. The remainder $\chi_a=\tilde\psi-\tilde\psi_a^1$ vanishes inside $\Omega_a$ if the expansion is complete. For Hermitian $A$,
$$\begin{aligned}
\langle\psi|A|\psi\rangle={}&\langle\tilde\psi|A|\tilde\psi\rangle+\sum_a\big[\langle\psi_a^1|A|\psi_a^1\rangle-\langle\tilde\psi_a^1|A|\tilde\psi_a^1\rangle\big]\\
&+2\,\mathrm{Re}\sum_a\langle D_a|A|\chi_a\rangle+\sum_{a\ne b}\langle D_a|A|D_b\rangle . \tag{11}
\end{aligned}$$
The first line is the two-term formula. The second vanishes for local and differential operators if spheres are disjoint, expansions complete and functions sufficiently smooth. Disjoint spheres and complete expansions are assumed until Section 2.6.

In the transformed operator $\tilde A=T^\dagger AT$, the additional terms are
$$\begin{aligned}
\Delta A={}&\sum_a\sum_i|p_i^a\rangle\langle\Delta_i^a|A\Big(1-\sum_j|\tilde\phi_j^a\rangle\langle p_j^a|\Big)\\
&+\sum_a\sum_i\Big(1-\sum_j|p_j^a\rangle\langle\tilde\phi_j^a|\Big)A|\Delta_i^a\rangle\langle p_i^a|\\
&+\sum_{a\ne b}\sum_{ij}|p_i^a\rangle\langle\Delta_i^a|A|\Delta_j^b\rangle\langle p_j^b| . \tag{8}
\end{aligned}$$

The one-dimensional model has the Hamiltonian $-d^2/dx^2+V(x)$, with $V=-44$ Ry in wells of half-width 0.5 bohr centred at $\pm2$ bohr and zero elsewhere. Intervals of radius 1 bohr around the centres act as spheres. The valence states are $\psi_g$ (gerade, $-0.9418$ Ry) and $\psi_u$ (ungerade, $-0.7975$ Ry). True partial waves are even and odd solutions at the state's energy; polynomial pseudo waves match their value, slope and curvature at the interval edges.

### 2.2 Potentials that depend on angular momentum

Consider an operator that is local in the distance from one atom $c$ but acts differently on each angular momentum. It is called semilocal:
$$A=\sum_lV_l(s)P_l^c,\qquad s=|\mathbf r-\mathbf R_c| .$$
Here $P_l^c$ projects on angular momentum $l$ about $\mathbf R_c$. With the components $f_{lm}(s)=\int Y_{lm}^*(\hat{\mathbf s})f(\mathbf R_c+s\hat{\mathbf s})\,d\hat{\mathbf s}$, its matrix element is
$$\langle f|A|g\rangle=\sum_{lm}\int_0^\infty V_l(s)f_{lm}(s)^*g_{lm}(s)\,s^2ds . \tag{12}$$
The operator connects different points, but all of them lie on the same shell about atom $c$.

Suppose that $V_l(s)=0$ for $s>r_c$. For atom $c$ itself, the components of $\chi_c$ vanish on all shells with $s<r_c$, so $\langle D_c|A|\chi_c\rangle=0$. For another atom $a$, $D_a$ lives in a disjoint sphere, so its components vanish on these shells. Every additional term is then zero. The two-term formula therefore holds for a semilocal potential whose range does not exceed the sphere radius of its own atom. It also holds for a longer range, as long as $V_l$ does not reach another sphere, that is, for a range up to the smallest value of $|\mathbf R_a-\mathbf R_c|-r_a$ with $a\ne c$. The correction $D_c$ still occupies only the shells $s<r_c$, where $\chi_c$ vanishes, and the components of every other $D_a$ vanish on all shells where $V_l$ is nonzero.

If $V_l$ reaches another sphere, the conclusion fails in general. A shell about $c$ that cuts $\Omega_a$ also passes through the region outside $\Omega_a$, where $\chi_a$ need not vanish. The surviving terms are
$$2\,\mathrm{Re}\sum_{a\ne c}\langle D_a|A|\chi_a\rangle+\sum_{\substack{a\ne b\\a,b\ne c}}\langle D_a|A|D_b\rangle .$$
Terms containing $D_c$ remain zero, because $D_c$ occupies the shells $s<r_c$, where $\chi_c$ and the components of all other $D_b$ vanish. If all $V_l$ are equal, the sum over $l$ restores a local potential and the surviving terms vanish as well.

In one dimension the two points at distance $s$ from a centre form the shell, and parity takes the place of $l$. A potential of height 1 Ry that acts on the odd part about the right well is
$$(Ag)(x)=\tfrac12\,[\,g(x)-g(4-x)\,]\ \text{Ry}\quad\text{for }|x-2|<R,$$
with $x$ in bohr, and zero beyond the range $R$. For $R=1$ bohr the additional terms vanish to rounding error, and by the argument above they remain zero up to $R=3$ bohr, where the range first touches the left interval. For $R=5$ bohr the potential covers the left interval $L$. The partial waves of $L$ are continued so that they are negligible between 5 and 7 bohr; the value below depends on this choice, as Section 2.3 explains. The part with $g(x)$ is local and adds nothing. The reflected part occurs in both orders of $D_L$ and $\chi_L$, and the factor $2\times(-\tfrac12)$ gives
$$-\int_LD_L(x)\chi_L(4-x)\,dx\ \text{Ry}=-0.0141\ \text{Ry}.$$
This is 5.6 % of the magnitude of the total expectation value, 0.2509 Ry. It couples the left interval to its mirror image between 5 and 7 bohr.

### 2.3 The on-site term depends on the continuation

For a truly nonlocal kernel $A(\mathbf r,\mathbf r')$, a product of functions with disjoint supports can contribute:
$$\langle D_a|A|\chi_a\rangle=\int_{\Omega_a}d^3r\int_{\mathbf r'\notin\Omega_a}d^3r'\,D_a(\mathbf r)^*A(\mathbf r,\mathbf r')\chi_a(\mathbf r') . \tag{13}$$
The value depends on how the partial waves are continued outside $\Omega_a$. There $\phi_i^a$ and $\tilde\phi_i^a$ must agree, but their common value is free.

Let a change of continuation add the same function $h_a$, supported outside $\Omega_a$, to $\psi_a^1$ and $\tilde\psi_a^1$. Then $D_a$ is unchanged and $\chi_a$ becomes $\chi_a-h_a$. The on-site term changes by
$$\big[\langle\psi_a^1|A|h_a\rangle+\langle h_a|A|\psi_a^1\rangle\big]-\big[\langle\tilde\psi_a^1|A|h_a\rangle+\langle h_a|A|\tilde\psi_a^1\rangle\big]=2\,\mathrm{Re}\langle D_a|A|h_a\rangle,$$
because the two terms $\langle h_a|A|h_a\rangle$ cancel. The first additional term changes by $-2\,\mathrm{Re}\langle D_a|A|h_a\rangle$. The sum is fixed, while the division into on-site and additional terms is not. A statement that the additional terms are small therefore has a meaning only together with a stated continuation.

For a nonlocal operator the continuation must also keep the separate integrals finite. A solution of the atomic radial equation that grows outside the sphere can make them diverge, although $D_a$ itself is harmless.

The model uses Fock exchange with the fixed true orbital $\psi_g$ and a softened Coulomb interaction,
$$K(x,x')=-\psi_g(x)\frac{2}{\sqrt{(x-x')^2+1}}\,\psi_g(x'), \tag{14}$$
with lengths in bohr and the interaction in Ry. Its expectation value in $\psi_u$, computed directly from the true state, is $-0.4624$ Ry. Equation (11) gives the following terms in Ry. Outside the interval, the waves are continued as solutions for zero potential and multiplied by $\exp[-(d/\ell)^4]$, where $d$ is the distance from the nearer interval edge and $\ell$ is the continuation length. Length 0 means zero outside.

| Length (bohr) | On-site | $2\,\mathrm{Re}\sum_a\langle D_a\lvert K\rvert\chi_a\rangle$ |
|---|---:|---:|
| 0 | $-0.3318$ | $0.0172$ |
| 1 | $-0.4135$ | $0.0989$ |
| 2 | $-0.3993$ | $0.0847$ |

The pseudo term, $-0.1759$ Ry, and the term between $D_a$ and $D_b$, $0.0281$ Ry, are the same in all rows. The total does not change, whereas the on-site term moves by up to 0.08 Ry. In a code, this invariance is a useful check on the additional terms.

### 2.4 Coupling to the interstitial region and to other spheres

For an integral operator that admits discontinuous functions, the partial waves may be set to zero outside the sphere. This gives the additional terms a direct spatial meaning. Let a subscript $a$ or $I$ on $\psi$ and $\tilde\psi$ now denote restriction to $\Omega_a$ or to the interstitial region. With complete expansions,
$$\chi_a=\tilde\psi_I+\sum_{b\ne a}\tilde\psi_b,\qquad D_a=\psi_a-\tilde\psi_a,\qquad \psi_I=\tilde\psi_I . \tag{15}$$
The interstitial part of the additional terms is then
$$E_I=2\,\mathrm{Re}\sum_a\langle D_a|A|\tilde\psi_I\rangle=2\,\mathrm{Re}\sum_a\big[\langle\psi_a|A|\psi_I\rangle-\langle\tilde\psi_a|A|\tilde\psi_I\rangle\big]. \tag{16}$$

The rest couples different spheres:
$$E_S=2\,\mathrm{Re}\sum_{a\ne b}\langle D_a|A|\tilde\psi_b\rangle+\sum_{a\ne b}\langle D_a|A|D_b\rangle .$$
To simplify it, insert $\psi_a=\tilde\psi_a+D_a$ and $\psi_b=\tilde\psi_b+D_b$:
$$\langle\psi_a|A|\psi_b\rangle-\langle\tilde\psi_a|A|\tilde\psi_b\rangle=\langle D_a|A|\tilde\psi_b\rangle+\langle\tilde\psi_a|A|D_b\rangle+\langle D_a|A|D_b\rangle .$$
In the sum over ordered pairs, exchanging the names $a$ and $b$ turns the second term into the complex conjugate of the first, because $A$ is Hermitian. Hence
$$E_S=\sum_{a\ne b}\big[\langle\psi_a|A|\psi_b\rangle-\langle\tilde\psi_a|A|\tilde\psi_b\rangle\big]. \tag{17}$$

Equations (16) and (17) say what the two-term formula does to a nonlocal operator under this continuation. It treats the coupling within each sphere with the true state. Coupling between a sphere and any other region is left at its pseudo value. The additional terms replace that value by the true one.

For the exchange operator (14), the two-term formula gives
$$-0.1759-0.3318=-0.5077\ \text{Ry}.$$
The additional terms split into $E_I=-0.0525$ Ry and $E_S=0.0978$ Ry. Their sum is $0.0453$ Ry, or 0.617 eV, and restores the true value:
$$-0.5077+0.0453=-0.4624\ \text{Ry}.$$
Omitting them is an error of 9.8 % relative to the magnitude of the true exchange value. The two parts have opposite signs and partly cancel. In this example, keeping $E_I$ alone would leave an error of magnitude 0.0978 Ry, and keeping $E_S$ alone one of 0.0525 Ry. Both are larger than the 0.0453 Ry that results from omitting both parts. The numerical check compares both parts with restrictions of the true state to the separate regions.

### 2.5 The local limit, and Coulomb exchange with compensation

The additional terms must disappear when a nonlocal kernel contracts to a local one. Consider the normalized Gaussian kernel $G_\lambda(x-x')$ of width $\lambda$, which approaches the unit operator. With zero continuation, the additional terms for $\psi_u$ are $-0.112$, $-0.0120$, $0.00045$ and $0.000036$ for $\lambda=0.8$, $0.4$, $0.2$ and $0.1$ bohr.

The leading power follows from the behaviour at an interval edge. Let $u$ be the distance into the interval and $v$ the distance out of it. Value, slope and curvature match, so $D\approx\kappa u^3$ with a constant $\kappa$, while $\chi\approx\tilde\psi_{\rm edge}$. For small $\lambda$, one edge contributes
$$2\kappa\tilde\psi_{\rm edge}\int_0^\infty du\,u^3\int_0^\infty dv\,G_\lambda(u+v)=2\kappa\tilde\psi_{\rm edge}\,\tfrac38\lambda^4 .$$
To obtain the factor, put $y=u+v$ and integrate first over $u$ from 0 to $y$. This gives $\int_0^\infty(y^4/4)G_\lambda(y)\,dy$. The fourth moment of the full Gaussian is $3\lambda^4$, half of it belongs to $y>0$, and the result is $3\lambda^4/8$. Coupling between the intervals is exponentially small in this limit because they are separated by 2 bohr.

The leading law predicts a factor of 16 when the width is halved. The last two values have a ratio of about 12, and the sign change at larger widths shows that higher orders matter there. The power is therefore derived for the limit, not established by these numbers.

For the unscreened Coulomb interaction in three dimensions, exchange can be arranged so that no coupling between spheres has to be computed explicitly. With an orbital $\psi_g$ that is also represented in PAW form, define the pair density $n=\psi_g^*\psi$. Then
$$\langle\psi|K|\psi\rangle=-(n|n),\qquad (n|m)=\int\!\!\int n(\mathbf r)^*\frac{2}{|\mathbf r-\mathbf r'|}m(\mathbf r')\,d^3r\,d^3r' .$$
A pair density is a local product. If both expansions are complete, $n=\tilde n+\sum_a(n_a^1-\tilde n_a^1)$, where $\tilde n=\tilde\psi_g^*\tilde\psi$ and the one-centre densities are restricted to their spheres. In each sphere choose a smooth compensation density $\hat n_a$ that vanishes outside $\Omega_a$ and has the same multipole moments as $n_a^1-\tilde n_a^1$, and set
$$m=\tilde n+\sum_a\hat n_a,\qquad Z_a=n_a^1-\tilde n_a^1-\hat n_a,\qquad n=m+\sum_aZ_a .$$

All multipole moments of $Z_a$ vanish, so its Coulomb potential vanishes outside $\Omega_a$. Hence $(Z_a|Z_b)=0$ for $a\ne b$. In $(Z_a|m)$ one needs $m$ inside $\Omega_a$ alone, where it equals $m_a=\tilde n_a^1+\hat n_a$. Since $Z_a=n_a^1-m_a$,
$$2\,\mathrm{Re}(Z_a|m_a)+(Z_a|Z_a)=(n_a^1|n_a^1)-(m_a|m_a),$$
and therefore
$$(n|n)=(m|m)+\sum_a\big[(n_a^1|n_a^1)-(m_a|m_a)\big]. \tag{18}$$
The long-range coupling has not disappeared. The compensation densities carry it into the smooth term $(m|m)$. The step that removes the potential outside the sphere is specific to $1/|\mathbf r-\mathbf r'|$ and to complete sets of moments. It cannot be taken over unchanged for a screened interaction, or for the softened one in (14).

### 2.6 Incomplete expansions

With a finite set of partial waves, $\chi_a$ generally does not vanish inside $\Omega_a$. Even a local Hermitian operator then has the additional term
$$\delta=2\,\mathrm{Re}\sum_a\int_{\Omega_a}D_a^*A\chi_a\,d^3r,\qquad |\delta|\le2\sum_a\max_{\Omega_a}|A|\;\|D_a\|\,\|\chi_a\|_{\Omega_a}. \tag{19}$$
The bound is the Cauchy–Schwarz inequality for a bounded function $A$. The nuclear potential $-2Z/s$ of a real atom is not bounded. For it, $\max_{\Omega_a}|A|\,\|D_a\|$ must be replaced by $\|AD_a\|$, which is finite in three dimensions when $D_a$ is bounded. It shows that the error of the two-term formula is at most of first order in the expansion residual, and that a strong potential can enlarge it.

Two errors must be kept apart. One comes from dropping $\delta$. The other remains when $\delta$ is kept, because $T\tilde\psi$ then differs from the intended true state.

The model shows both when the pseudo state of $\psi_g$ is expanded in partial waves made at the energy of $\psi_u$. The projectors are combinations of the pseudo waves multiplied by $(1-s^2)^2$, where $s$ is the distance from the interval centre in bohr, and they vanish outside the interval. Since the expansion is incomplete, the numbers depend on this choice. The largest residual in the intervals is 0.022 bohr$^{-1/2}$. For the potential energy, in Ry, the terms are
$$-13.845-0.227=-14.072,\qquad\text{true value }-14.119 .$$
The two-term formula misses the full matrix element $\langle T\tilde\psi|V|T\tilde\psi\rangle$ by 0.227 Ry. This matrix element, taken without normalizing $T\tilde\psi$, in turn misses the true value by 0.047 Ry. About half of this comes from the norm: $\langle T\tilde\psi|T\tilde\psi\rangle=0.9984$, and dividing by it gives $-14.095$ Ry. The total error of the two-term formula is 0.274 Ry, or 1.9 % relative to the magnitude of the true value.

Dropping $\delta$ also has a formal consequence. If $H$ is bounded below with lowest energy $E_0$, the complete transformed operators satisfy
$$\frac{\langle\tilde\psi|T^\dagger HT|\tilde\psi\rangle}{\langle\tilde\psi|T^\dagger T|\tilde\psi\rangle}=\frac{\langle T\tilde\psi|H|T\tilde\psi\rangle}{\langle T\tilde\psi|T\tilde\psi\rangle}\ge E_0$$
whenever $T\tilde\psi\ne0$, even with an incomplete set. Here $E_0$ is the lowest level of the full Hamiltonian, which is a core level. In the model four states lie below the valence states, two near $-38.24$ Ry and two near $-21.86$ Ry, so the inequality does not bound the valence energies unless $T\tilde\psi$ is orthogonal to these deeper states. The two-term operators are then no longer $T^\dagger HT$ and $T^\dagger T$, so this argument supplies no lower bound for their energies.

### 2.7 Evaluation in a code

For a local or differential operator, the two-term formula is sufficient under the stated conditions. Its accuracy is controlled by enlarging the set of partial waves and by monitoring $\chi_a$ inside the spheres. For an angular-momentum-dependent potential, the range must first be compared with the distance from its atom to the nearest other sphere. Additional terms can arise only when the range exceeds that distance.

For a general nonlocal operator, one can avoid the separation altogether. Form $\psi=T\tilde\psi$, apply $A$ to obtain $q=A\psi$, and return to the pseudo representation with
$$\tilde A\tilde\psi=T^\dagger q=q+\sum_a\sum_i|p_i^a\rangle\langle\Delta_i^a|q\rangle .$$
This contains all additional terms, but it needs a representation of $\psi$ that resolves the true state in the spheres. If smooth functions and radial grids are to be kept apart, (8) gives the terms to be added. The same continuation of the partial waves must then be used in the on-site and additional terms, since only their sum is independent of it.

## Values computed for the example and the checks

```
well depth 44.0 Ry, half-width 0.5 bohr
well centres +-2.0 bohr, interval radius 1.0 bohr
gerade valence energy   -0.941782 Ry
ungerade valence energy -0.797469 Ry
largest error of restored state 3.7e-16 bohr^-1/2
pseudo norm integral, ungerade 1.317928
Ungerade state, local and differential operators:
 potential: pseudo -30.614206, on-site 14.965375 Ry
  two-term sum -15.648830 Ry, additional 7.6e-15 Ry (magnitude)
 kinetic: pseudo 0.690744, on-site 14.160617 Ry
  two-term sum 14.851361 Ry, additional 4.7e-15 Ry (magnitude)
 d/dx element: pseudo -0.013113, on-site 0.000000 1/bohr
  two-term sum -0.013113 1/bohr, additional 2.0e-16 1/bohr (magnitude)
exchange from true state -0.462396 Ry
Exchange terms in Ry (continuation length in bohr, 0 = zero outside):
 length 0.0: pseudo -0.175945, on-site -0.331767
  sphere-outside 0.017194, sphere-sphere D-D 0.028123, sum -0.462396
 length 1.0: pseudo -0.175945, on-site -0.413476
  sphere-outside 0.098902, sphere-sphere D-D 0.028123, sum -0.462396
 length 2.0: pseudo -0.175945, on-site -0.399261
  sphere-outside 0.084687, sphere-sphere D-D 0.028123, sum -0.462396
Exchange, zero continuation:
 two-term sum -0.507712 Ry
 all additional terms 0.045317 Ry = 0.6166 eV
 sphere to interstitial -0.052456 Ry
 sphere to other sphere 0.097773 Ry
Parity-dependent potential of height 1 Ry about the right well:
 range 1.0 bohr: total 0.000153 Ry, additional 2.544e-19 Ry
 range 5.0 bohr: total 0.250921 Ry, additional -1.411e-02 Ry
Gaussian kernel, zero continuation, additional terms (no unit):
 width 0.8 bohr: -1.122e-01
 width 0.4 bohr: -1.200e-02
 width 0.2 bohr: 4.494e-04
 width 0.1 bohr: 3.616e-05
Incomplete expansion, gerade state, local potential:
 largest expansion residual 2.200e-02 bohr^-1/2
 two-term sum -13.845035 Ry, additional -0.227043 Ry
 full transformed value -14.072078 Ry
 value from true state -14.119153 Ry
```
